# Adiabatic ground state of a tapered hard-wall fin: verification in Python

```python
# Ground state of a hard-wall trapezoidal fin in the adiabatic approximation.
# Claim: with width w(z) = w_base - s z, energy E = c k^2 (c = hbar^2/2m), k is
# the lowest root of J_nu(ka) Y_nu(kb) - J_nu(kb) Y_nu(ka) = 0, where
# nu^2 = 1/4 + (pi/s)^2, a = w_top/s, b = w_base/s (distances from the apex).
# z: height above base; x: position across the fin. Units: nm and eV.
import numpy as np
from numpy.polynomial import Legendre
from numpy.polynomial.legendre import leggauss
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import jv, yv, ai_zeros

H, W_BASE, W_TOP, MASS = 30.0, 8.0, 4.0, 0.2
C0 = const.hbar**2 / (2 * const.m_e * const.e) * 1e18   # eV nm^2, free mass
C = C0 / MASS
S = (W_BASE - W_TOP) / H
DIAG = np.pi**2 / 12 + 0.25     # coefficient of the diagonal derivative term


def width(z):
    return W_BASE - S * z


def bessel_ground(w_base, w_top, extra=0.0):
    """Lowest root k, order nu and apex distances a, b."""
    s = (w_base - w_top) / H
    a, b = w_top / s, w_base / s
    nu = np.sqrt(0.25 + (np.pi / s)**2 + extra)

    def cross(k):
        return jv(nu, k*a) * yv(nu, k*b) - jv(nu, k*b) * yv(nu, k*a)
    ks = np.linspace(np.pi / w_base, np.pi / w_top, 400)
    vals = cross(ks)
    i = np.where(vals[:-1] * vals[1:] < 0)[0][0]
    return brentq(cross, ks[i], ks[i+1], xtol=1e-14, rtol=1e-14), nu, a, b


def slow_states(potential, mass_z, height=H, count=1, n=2999):
    """Finite-difference levels and mean heights of the vertical motion."""
    h = height / (n + 1)
    z = h * np.arange(1, n + 1)
    t = C0 / mass_z / h**2
    e, v = eigh_tridiagonal(2*t + potential(z), -t*np.ones(n - 1),
                            select='i', select_range=(0, count - 1))
    return e, (z[:, None] * v**2).sum(axis=0) / (v**2).sum(axis=0)


def trapezoid_ground(nx, nz):
    """Two-dimensional Ritz solution in polynomials, no adiabatic functions."""
    p, wp = leggauss(30)
    q, wq = leggauss(80)
    bubble = Legendre([1, 0, -1])
    fx = [bubble * Legendre.basis(2*i) for i in range(nx)]
    fz = [bubble * Legendre.basis(i) for i in range(nz)]
    X = np.array([f(p) for f in fx])
    dX = np.array([2 * f.deriv()(p) for f in fx])
    Z = np.array([f(q) for f in fz])
    dZ = np.array([2 / H * f.deriv()(q) for f in fz])
    z = H * (q + 1) / 2
    w = width(z)

    def table(f, g):
        return np.einsum('ip,kq->ikpq', f, g).reshape(nx*nz, -1)
    weight = np.outer(wp / 2, wq * H / 2 * w).ravel()
    g = table(X, Z)
    gx = table(dX, Z / w)
    gz = table(X, dZ) + table(dX * p / 2, Z * S / w)
    K = C * ((gx * weight) @ gx.T + (gz * weight) @ gz.T)
    M = (g * weight) @ g.T
    e, v = eigh(K, M, subset_by_index=[0, 0])
    psi2 = (v[:, 0] @ g)**2 * weight
    return e[0], (psi2 * np.tile(z, len(p))).sum() / psi2.sum()


# Bessel solution and its averages
k, nu, a, b = bessel_ground(W_BASE, W_TOP)
E = C * k**2


def chi(u):
    return np.sqrt(u) * (jv(nu, k*u)*yv(nu, k*b) - yv(nu, k*u)*jv(nu, k*b))


def integral(f, lo=a, hi=b):
    return quad(lambda u: f(u) * chi(u)**2, lo, hi, epsabs=0,
                epsrel=1e-10, limit=200)[0]


norm = integral(lambda u: 1.0)
z_mean = integral(lambda u: b - u) / norm
z_rms = np.sqrt(integral(lambda u: (b - u - z_mean)**2) / norm)
E_width = integral(lambda u: C * (np.pi / (S*u))**2) / norm
lower_half = integral(lambda u: 1.0, b - H/2, b) / norm
z_turn = (W_BASE - np.pi * np.sqrt(C / E)) / S
inside = chi(np.linspace(a, b, 400)[1:-1])
assert np.all(inside > 0) or np.all(inside < 0)


def e1(z):
    return C * (np.pi / width(z))**2


levels, heights = slow_states(e1, MASS, count=20)
assert abs(levels[0] - E) < 1e-6
assert abs(heights[0] - z_mean) < 1e-3

# Diagonal term from its definition, and the two-sided energy bound
w0, dw = 6.0, 1e-4
xs = np.linspace(-(w0 - dw)/2, (w0 - dw)/2, 20001)
dphi = (np.sqrt(2/(w0+dw)) * np.cos(np.pi*xs/(w0+dw))
        - np.sqrt(2/(w0-dw)) * np.cos(np.pi*xs/(w0-dw))) / (2*dw)
diag_num = w0**2 * np.sum((dphi[1:]**2 + dphi[:-1]**2)/2 * np.diff(xs))
assert abs(diag_num - DIAG) < 1e-3
E_upper = C * bessel_ground(W_BASE, W_TOP, DIAG)[0]**2
E_small, _ = trapezoid_ground(5, 22)
E_2d, z_2d = trapezoid_ground(6, 28)
assert abs(E_small - E_2d) < 5e-7
assert E < E_2d < E_upper
assert abs(z_2d - z_mean) < 0.05

# Linearized potential
slope = 2 * e1(0.0) * S / W_BASE
ell = (C / slope)**(1/3)
airy = -ai_zeros(1)[0][0]
E_airy, z_airy = e1(0.0) + airy * slope * ell, 2/3 * airy * ell
e_lin, z_lin = slow_states(lambda z: e1(0.0) + slope*z, MASS, height=80.0)
assert abs(e_lin[0] - E_airy) < 2e-6 and abs(z_lin[0] - z_airy) < 2e-3

# Removing the top wall: sidewalls continue to the apex
root = brentq(lambda y: jv(nu, y), nu, nu + 1.8558*nu**(1/3) + 2,
              xtol=1e-13, rtol=1e-14)
top_shift = E - C * (root / b)**2
assert 0 < top_shift < 1e-5

# Sensitivity to geometry
E_base9 = C * bessel_ground(W_BASE + 1, W_TOP)[0]**2
E_top5 = C * bessel_ground(W_BASE, W_TOP + 1)[0]**2

# Rough silicon and oxide parameters for the neglected effects
M_T, M_L, ALPHA, TEMP = 0.19, 0.92, 0.5, 300.0
V_OX, M_OX, EPS_SI, EPS_OX, N_CM3 = 3.1, 0.5, 11.7, 3.9, 1e18


def valley(mass_x, mass_z):
    e, z = slow_states(lambda y: C0/mass_x*(np.pi/width(y))**2, mass_z)
    return e[0], z[0]


valleys = [("along channel", M_T, M_T), ("across fin", M_L, M_T),
           ("vertical", M_T, M_L)]


def finite_level(w):
    def match(q):
        kap = np.sqrt((V_OX - C*q*q) * M_OX / C0)
        return q/MASS*np.sin(q*w/2) - kap/M_OX*np.cos(q*w/2)
    return C * brentq(match, 1e-6, np.pi / w, xtol=1e-13)**2


h = 0.01
n_half = int(round(W_BASE / 2 / h)) + 250
idx = np.arange(-n_half, n_half + 1)
wall = int(round(W_BASE / 2 / h))
mid = np.abs(np.arange(-n_half - 1, n_half + 1) + 0.5)
hop = C0 / np.where(mid < wall, MASS, M_OX) / h**2
pot = np.where(abs(idx) < wall, 0.0, np.where(abs(idx) == wall, V_OX/2, V_OX))
e_fd = eigh_tridiagonal(hop[:-1] + hop[1:] + pot, -hop[1:-1], select='i',
                        select_range=(0, 0), eigvals_only=True)[0]
assert abs(e_fd - finite_level(W_BASE)) < 2e-5
zg = np.linspace(0, H, 61)
soft = CubicSpline(zg, [finite_level(width(z)) for z in zg])
e_soft, z_soft = slow_states(soft, MASS)

E_nonpar = (np.sqrt(1 + 4*ALPHA*E) - 1) / (2*ALPHA)

# Thermal average over vertical levels of the first three width modes
kT = const.k * TEMP / const.e
all_e, all_z = [levels], [heights]
for mode in (2, 3):
    em, zm = slow_states(lambda z: mode**2 * e1(z), MASS, count=20)
    all_e.append(em)
    all_z.append(zm)
all_e, all_z = np.concatenate(all_e), np.concatenate(all_z)
boltz = np.exp(-(all_e - levels[0]) / kT)
z_thermal, p_ground = (boltz*all_z).sum()/boltz.sum(), 1/boltz.sum()

# Space charge: centre-to-wall potential energy at the base
rho_eps = const.e * N_CM3 * 1e6 / (EPS_SI * const.epsilon_0) * 1e-18
charge_drop = quad(lambda x: rho_eps * x, 0, W_BASE/2)[0]
assert abs(charge_drop - rho_eps * W_BASE**2 / 8) < 1e-12

# Image energy on the axis of a slab of base width in thick oxide
gam = (EPS_SI - EPS_OX) / (EPS_SI + EPS_OX)
coul = const.e / (4*np.pi*const.epsilon_0) * 1e9
orders = np.arange(1, 80)
image = coul / EPS_SI * np.sum(gam**orders / (orders * W_BASE))
ns = np.arange(-80, 81)


def phi_in(x, r):
    return np.sum(gam**abs(ns) / np.hypot(x - ns*W_BASE, r)) / EPS_SI


def phi_out(x, r):
    m = np.arange(0, 81)
    return (1+gam)/EPS_SI*np.sum(gam**m / np.hypot(x + m*W_BASE, r))


for r in (1.0, 5.0):
    x0, d = W_BASE/2, 1e-4
    assert abs(phi_in(x0, r) - phi_out(x0, r)) < 1e-10
    flux_in = EPS_SI * (phi_in(x0+d, r) - phi_in(x0-d, r)) / (2*d)
    flux_out = EPS_OX * (phi_out(x0+d, r) - phi_out(x0-d, r)) / (2*d)
    assert abs(flux_in - flux_out) < 1e-7

print(f"height, base, top width: {H:.0f}, {W_BASE:.0f}, {W_TOP:.0f} nm")
print(f"mass: {MASS} m0; c = hbar^2/2m: {C:.5f} eV nm^2")
print(f"taper s: {S:.5f}; apex distances a, b: {a:.1f}, {b:.1f} nm")
print(f"width level at base, top: {1e3*e1(0):.3f}, {1e3*e1(H):.3f} meV")
print(f"Bessel order nu: {nu:.5f}; root k: {k:.6f} 1/nm")
print(f"ADIABATIC GROUND ENERGY: {1e3*E:.3f} meV = {E/const.eV*const.e:.6f} eV"
      f" = {E*const.e*1e21:.4f} zJ")
print(f"MEAN HEIGHT ABOVE BASE: {z_mean:.3f} nm; rms spread {z_rms:.3f} nm")
print(f"finite-difference check: {1e3*levels[0]:.3f} meV, {heights[0]:.3f} nm")
print(f"mean width energy: {1e3*E_width:.3f} meV")
print(f"vertical kinetic energy: {1e3*(E-E_width):.3f} meV")
print(f"classical turning height: {z_turn:.3f} nm")
print(f"probability in lower half: {lower_half:.4f}")
print(f"next vertical level: {1e3*levels[1]:.3f} meV, "
      f"gap {1e3*(levels[1]-levels[0]):.3f} meV")
print(f"base slope F: {1e3*slope:.4f} meV/nm = {10*slope:.5f} MV/cm field")
print(f"Airy zero: {airy:.4f}; Airy length: {ell:.3f} nm")
print(f"Airy estimate: {1e3*E_airy:.3f} meV, height {z_airy:.3f} nm")
print(f"energy rise due to top wall: {1e3*top_shift:.2e} meV")
print(f"diagonal coefficient: formula {DIAG:.5f}, quadrature {diag_num:.5f}")
print(f"energy with diagonal term: {1e3*E_upper:.4f} meV")
print(f"two-dimensional Ritz: {1e3*E_2d:.4f} meV, height {z_2d:.3f} nm")
print(f"plain adiabatic, same digits: {1e3*E:.4f} meV")
print(f"base width +1 nm: energy change {1e3*(E_base9-E):.3f} meV")
print(f"top width +1 nm: energy change {1e3*(E_top5-E):.3f} meV")
print(f"rough silicon masses: {M_T}, {M_L} m0")
for name, mx, mz in valleys:
    ev, zv = valley(mx, mz)
    print(f"valley {name} (width {mx}, height {mz} m0): "
          f"{1e3*ev:.2f} meV, {zv:.2f} nm")
print(f"rough oxide barrier {V_OX} eV, oxide mass {M_OX} m0")
print(f"finite side barriers: {1e3*e_soft[0]:.2f} meV, {z_soft[0]:.2f} nm, "
      f"shift {1e3*(e_soft[0]-E):.2f} meV")
print(f"nonparabolicity {ALPHA} 1/eV: shift {1e3*(E_nonpar-E):.2f} meV")
print(f"thermal energy at {TEMP:.0f} K: {1e3*kT:.2f} meV")
print(f"thermal mean height, this valley: {z_thermal:.2f} nm; "
      f"ground-level share {p_ground:.3f}")
print(f"rough relative permittivities: silicon {EPS_SI}, oxide {EPS_OX}")
print(f"space-charge drop at base, {N_CM3:.0e} cm^-3: {1e3*charge_drop:.2f} meV")
print(f"image energy on base axis, thick oxide: {1e3*image:.2f} meV")
print("verified")
```

Output:

```
height, base, top width: 30, 8, 4 nm
mass: 0.2 m0; c = hbar^2/2m: 0.19050 eV nm^2
taper s: 0.13333; apex distances a, b: 30.0, 60.0 nm
width level at base, top: 29.377, 117.509 meV
Bessel order nu: 23.56725; root k: 0.487459 1/nm
ADIABATIC GROUND ENERGY: 45.266 meV = 0.045266 eV = 7.2524 zJ
MEAN HEIGHT ABOVE BASE: 7.610 nm; rms spread 3.285 nm
finite-difference check: 45.266 meV, 7.610 nm
mean width energy: 39.017 meV
vertical kinetic energy: 6.249 meV
classical turning height: 11.664 nm
probability in lower half: 0.9776
next vertical level: 61.043 meV, gap 15.777 meV
base slope F: 0.9792 meV/nm = 0.00979 MV/cm field
Airy zero: 2.3381; Airy length: 5.794 nm
Airy estimate: 42.644 meV, height 9.032 nm
energy rise due to top wall: 6.84e-06 meV
diagonal coefficient: formula 1.07247, quadrature 1.07238
energy with diagonal term: 45.3411 meV
two-dimensional Ritz: 45.3381 meV, height 7.605 nm
plain adiabatic, same digits: 45.2657 meV
base width +1 nm: energy change -7.061 meV
top width +1 nm: energy change -3.178 meV
rough silicon masses: 0.19, 0.92 m0
valley along channel (width 0.19, height 0.19 m0): 47.65 meV, 7.61 nm
valley across fin (width 0.92, height 0.19 m0): 13.03 meV, 11.41 nm
valley vertical (width 0.19, height 0.92 m0): 40.11 meV, 4.81 nm
rough oxide barrier 3.1 eV, oxide mass 0.5 m0
finite side barriers: 37.57 meV, 8.35 nm, shift -7.70 meV
nonparabolicity 0.5 1/eV: shift -0.98 meV
thermal energy at 300 K: 25.85 meV
thermal mean height, this valley: 10.70 nm; ground-level share 0.470
rough relative permittivities: silicon 11.7, oxide 3.9
space-charge drop at base, 1e+18 cm^-3: 12.37 meV
image energy on base axis, thick oxide: 10.66 meV
verified
```
